# Inductance Times Capacitance on a Lossless Transverse Electromagnetic Line, part 1

(Sections cited here and not found follow in the second part.)

## 1. The theorem and its proof

**Theorem.** Let \(C\) be the capacitance per unit length and \(L\) the inductance per unit length of a uniform line made of two perfect conductors. Let the space between them be filled with one homogeneous lossless dielectric of permittivity \(\varepsilon\) and permeability \(\mu\). For a transverse electromagnetic wave on this line,

\[
LC=\mu\varepsilon .
\]

The shape and spacing of the conductors do not enter. Both \(L\) and \(C\) are quantities per length, so their product has the unit \((\mathrm{H/m})(\mathrm{F/m})=\mathrm{s^2/m^2}\), the unit of an inverse squared speed. SI units are used throughout, since they are the natural ones for line constants.

### Assumptions

The line runs along \(z\), and its cross-section is the same at every \(z\). The dielectric occupies a connected region \(D\) of the \(xy\) plane. Its metal boundaries are the closed curves \(\Gamma_1\) and \(\Gamma_2\), one for each conductor. The following is assumed.

1. **Dielectric.** \(\varepsilon\) and \(\mu\) are real positive constants, the same in all directions and at all points of \(D\). The dielectric holds no free charge and carries no conduction current.
2. **Metal.** The field of the wave does not enter the conductors. At their surfaces the tangential electric field and the normal magnetic field vanish. Charge and current therefore sit on the surfaces, and \(L\) is the external inductance, which counts only flux in the dielectric.
3. **Wave.** The fields are transverse: \(E_z=H_z=0\).
4. **Extent.** Either one conductor encloses the other (a closed line), or the two lie side by side in an unbounded dielectric (an open line). On an open line the fields vanish at infinity, and the two conductors carry opposite charges and opposite currents.

Let \(\mathbf n\) be the unit normal that points out of the metal into the dielectric, and let \(\mathbf t=\hat{\mathbf z}\times\mathbf n=(-n_y,n_x)\) be the unit tangent. Around an inner wire, \(\mathbf t\) runs counterclockwise. The symbol \(\partial_n=\mathbf n\cdot\nabla\) denotes the normal derivative, and \(\nabla\) acts in the \(xy\) plane unless stated otherwise.

### Lemma 1: the cross-section problem is static

*At every fixed \(z\) and \(t\), the transverse fields have zero curl and zero divergence in the cross-section.*

*Proof.* The \(z\) components of Faraday's and Ampère's laws are

\[
\partial_xE_y-\partial_yE_x=-\mu\,\partial_tH_z=0,
\qquad
\partial_xH_y-\partial_yH_x=\varepsilon\,\partial_tE_z=0 .
\]

The right sides vanish because \(H_z\) and \(E_z\) do. In a homogeneous dielectric without free charge, the divergence laws give

\[
\partial_xE_x+\partial_yE_y=-\partial_zE_z=0,
\qquad
\partial_xH_x+\partial_yH_y=-\partial_zH_z=0 .
\]

These are the equations of electrostatics and magnetostatics in two dimensions. ∎

No low-frequency approximation was made. The fields may change rapidly in time and along \(z\), yet their pattern across the line is a static one. This is what gives \(C\) and \(L\), which are defined through static problems, a strict meaning for the wave.

### Lemma 2: two potentials, each constant on each conductor

*There are single-valued functions \(\varphi\) and \(A\), both harmonic in \(D\) and both constant on each conductor, such that*

\[
\mathbf E=-\nabla\varphi,
\qquad
\mathbf B=\mu\mathbf H=\nabla\times(A\hat{\mathbf z})=(\partial_yA,\,-\partial_xA).
\]

*Proof.* A curl-free field has a potential locally. Since \(D\) surrounds a conductor, the potential could still change on a loop around the metal. That change is the circulation of \(\mathbf E\), which can be evaluated on the metal surface because the curl vanishes in between. There \(\mathbf t\cdot\mathbf E=0\), so the circulation is zero and \(\varphi\) is single-valued. Zero divergence gives \(\nabla^2\varphi=0\). On the surface, \(\mathbf t\cdot\nabla\varphi=-\mathbf t\cdot\mathbf E=0\), so \(\varphi\) is constant along each curve.

For the magnetic field, zero divergence gives a local function \(A\) with the stated derivatives. Its change on a loop around a conductor is, up to sign, the flux of \(\mathbf B\) through that loop. This flux equals the flux through the metal surface, which vanishes because \(\mathbf n\cdot\mathbf B=0\). Hence \(A\) is single-valued. Zero curl gives

\[
0=\partial_xB_y-\partial_yB_x=-\partial_x^2A-\partial_y^2A=-\nabla^2A .
\]

On the metal,

\[
0=\mathbf n\cdot\mathbf B=n_x\partial_yA-n_y\partial_xA=\mathbf t\cdot\nabla A ,
\]

so \(A\) is constant along each curve as well. ∎

The two boundary conditions are different, one on the tangential part of \(\mathbf E\) and one on the normal part of \(\mathbf B\). Expressed through \(\varphi\) and \(A\), they become the same condition. This is the central point of the proof.

On an open line the behaviour far away is also needed. Outside a large circle, a harmonic function whose gradient vanishes at infinity has the form

\[
\varphi=\varphi_\infty+b\ln r+O(1/r),
\]

since terms growing as \(r\) or faster would leave a field at infinity. The electric flux through the circle is \(-2\pi\varepsilon b\), and by Gauss's law it equals the net charge per length. That charge is zero, so \(b=0\). For \(A\) the coefficient of \(\ln r\) is likewise proportional to the net current, and it vanishes too. Both potentials are therefore bounded.

### Definitions of the line constants

Let \(\varphi_1,\varphi_2\) and \(A_1,A_2\) be the values on the two conductors. The voltage between them, at one \(z\) and \(t\), is \(V=\varphi_1-\varphi_2\). The surface charge density is \(\sigma=\varepsilon\,\mathbf n\cdot\mathbf E=-\varepsilon\,\partial_n\varphi\), so the charge per length on conductor 1 is

\[
Q=-\varepsilon\oint_{\Gamma_1}\partial_n\varphi\,dl,
\qquad C=\frac QV .
\]

The surface current density along \(z\) follows from the jump condition \(\mathbf K=\mathbf n\times\mathbf H\):

\[
K=n_xH_y-n_yH_x
=-\frac1\mu\left(n_x\partial_xA+n_y\partial_yA\right)
=-\frac1\mu\,\partial_nA .
\]

The current on conductor 1, positive along \(+z\), is therefore

\[
I=-\frac1\mu\oint_{\Gamma_1}\partial_nA\,dl .
\]

For the flux, take any path in \(D\) from conductor 1 to conductor 2 and extend it by unit length along \(z\). With the path element \((dx,dy)\), the strip normal times the length element is \(\hat{\mathbf z}\times(dx,dy)=(-dy,dx)\). The flux per length is

\[
\Phi=\int_1^2\left(-B_x\,dy+B_y\,dx\right)
=-\int_1^2\left(\partial_yA\,dy+\partial_xA\,dx\right)=A_1-A_2 ,
\qquad L=\frac{\Phi}{I}.
\]

The sign is the required one. A current along \(+z\) in a wire at the origin gives \(B_y>0\) on the positive \(x\) axis, so \(\Phi>0\) when \(I>0\).

### Lemma 3: one function of the geometry fixes both fields

*Let \(g\) be harmonic in \(D\), with \(g=1\) on \(\Gamma_1\) and \(g=0\) on \(\Gamma_2\), and bounded if the line is open. Then*

\[
\varphi=Vg+\varphi_2,\qquad A=\Phi g+A_2 .
\]

The existence of \(g\) is the existence theorem for the Dirichlet problem, taken here from potential theory. Physically, \(g\) is the electrostatic potential of the line with one unit of voltage applied.

*Proof.* Consider \(w=A-A_2-\Phi g\). It is harmonic. On \(\Gamma_2\) it equals \(A_2-A_2-0=0\), and on \(\Gamma_1\) it equals \(A_1-A_2-\Phi=0\). Because \(\nabla^2w=0\), we have \(|\nabla w|^2=\nabla\cdot(w\nabla w)\). The normal pointing out of \(D\) at the metal is \(-\mathbf n\), so the divergence theorem gives, for a closed line,

\[
\int_D|\nabla w|^2\,dS=-\oint_{\Gamma_1}w\,\partial_nw\,dl-\oint_{\Gamma_2}w\,\partial_nw\,dl=0 .
\]

For an open line there is one more term, from a circle of large radius \(R\). There \(w\) is bounded and its gradient is \(O(R^{-2})\), so the term is of order \(R\cdot R^{-2}=R^{-1}\) and vanishes as \(R\to\infty\). Thus \(\nabla w=0\) throughout \(D\), and since \(w=0\) on the metal, \(w=0\). The same argument with \(\varphi-\varphi_2-Vg\) proves the other formula.

Sharp metal corners do not spoil this. Near a corner where the dielectric fills the angle \(\alpha\), a finite-energy harmonic function that vanishes on both faces starts as \(r^{\pi/\alpha}\sin(\pi\theta/\alpha)\). On a small arc around the corner, \(w\,\partial_rw\) times the arc length is of order \(r^{2\pi/\alpha}\), which tends to zero. ∎

### Proof of the theorem

Define the dimensionless number

\[
G=-\oint_{\Gamma_1}\partial_ng\,dl .
\]

It depends on the shape of the cross-section but not on its size, because the derivative scales as an inverse length and \(dl\) as a length. It is also positive. The divergence theorem applied to \(g\nabla g\), with \(g=1\) on \(\Gamma_1\) and \(g=0\) on \(\Gamma_2\), gives

\[
\int_D|\nabla g|^2\,dS=-\oint_{\Gamma_1}\partial_ng\,dl=G>0 .
\]

Insert Lemma 3 into the charge and the current. The additive constants have no derivative, so

\[
Q=-\varepsilon V\oint_{\Gamma_1}\partial_ng\,dl=\varepsilon GV,
\qquad
I=-\frac{\Phi}{\mu}\oint_{\Gamma_1}\partial_ng\,dl=\frac{G\Phi}{\mu}.
\]

Therefore

\[
C=\frac QV=\varepsilon G,\qquad L=\frac{\Phi}{I}=\frac{\mu}{G},
\qquad LC=\varepsilon G\,\frac{\mu}{G}=\mu\varepsilon . \qquad ∎
\]

### Remarks on the meaning

The geometry enters \(C\) through \(G\) and \(L\) through \(1/G\). A change of shape that raises one lowers the other by the same factor. The two densities on the metal also agree in form:

\[
\frac{\sigma}{Q}=\frac KI=-\frac{1}{G}\,\partial_ng .
\]

Surface current is distributed over the perimeter just as surface charge is. Where charge crowds at an edge, current crowds too.

For a round wire of radius \(a\) inside a round shield of inner radius \(b\), the function is \(g=\ln(b/r)/\ln(b/a)\). Its normal derivative on the wire is \(-1/[a\ln(b/a)]\), and multiplication by the perimeter \(2\pi a\) gives \(G=2\pi/\ln(b/a)\). Hence

\[
C=\frac{2\pi\varepsilon}{\ln(b/a)},\qquad L=\frac{\mu}{2\pi}\ln\frac ba .
\]

The logarithms cancel in the product.

An open line without this symmetry shows the same cancellation. Take two round wires of radii 1 and 2 with their centres 5 apart, in any unit of length. The fields can be represented by 40 line sources inside each wire, with strengths fitted by least squares at 80 points on each surface. Charges are fitted so that the potential is constant on each wire. In a separate calculation, currents are fitted so that the normal magnetic field vanishes, and the flux across the gap is integrated numerically. The results are \(C/\varepsilon=2.740839\) and \(L/\mu=0.364852\), whose product is 1 to within the rounding. The normalized charge and current densities at the surface points differ by at most \(6\times10^{-10}\) of the largest charge density.

The condition of opposite currents matters on an open line. With a net current, \(A\) would keep its \(\ln r\) term. The flux out to a distance \(R\) would then grow as \(\ln R\), and a wire without a return conductor would have no finite inductance per length.

## 2. The wave, a worked example, and the limits of the result

The first half gives the following. The function \(g\) is harmonic in the dielectric region \(D\), equals 1 on conductor 1 and 0 on conductor 2, and defines the positive number \(G=\int_D|\nabla g|^2dS\). The voltage is \(V\), the current is \(I\), and the magnetic flux per length between the conductors is \(\Phi=LI\). The line constants and fields are

\[
C=\varepsilon G,\quad L=\frac{\mu}{G},\quad LC=\mu\varepsilon,\qquad
\mathbf E=-V\nabla g,\quad
\mathbf H=\frac{\Phi}{\mu}\,\nabla g\times\hat{\mathbf z}=\frac IG\,\nabla g\times\hat{\mathbf z}.
\]

The last form uses \(\Phi/\mu=LI/\mu=I/G\). The normal \(\mathbf n\) points from metal into dielectric.

This part has proved that \(LC=\mu\varepsilon\) for two perfect conductors of any cross-section in one homogeneous lossless dielectric, because a single function \(g\) fixes both the electric and the magnetic field. It remains to derive the line equations and the wave speed, to work through a numerical example, and to examine layered dielectrics and conductors that the field enters.
